# Resistance of a thin barrier film at a via bottom

## Question

I am stuck on this exercise about interconnects:

> Show that a 2 nm barrier of 300 microohm cm across a 10 nm square via bottom contributes 60 ohm.

I know $R=\rho L/A$, but I put in $A=10\ \text{nm}^2$ and got ten times the stated answer. I am also not sure that $L$ should be the 2 nm.

Even if the arithmetic can be repaired, two things bother me. The current comes down the via and then has to turn sideways into the metal line underneath. Surely it crowds towards the side where it leaves, so why may I use a formula for uniform current? And does "contributes 60 ohm" mean that I would save 60 ohm if the barrier were replaced by metal?

## Answer

**Which length and which area**

The barrier is a flat film lying between the metal plug that fills the via and the metal line below. The current goes through the film from one face to the other. The length of its path in the barrier is therefore the film thickness, $t=2$ nm.

The cross-section is the area the current passes through. A "10 nm square" is a square whose side is $a=10$ nm, so

$$A=a^2=(10\ \text{nm})^2=100\ \text{nm}^2 .$$

You used an area ten times too small, which made your resistance ten times too large.

I assume for now that the film covers the whole square, that it obeys Ohm's law with one resistivity $\rho$, and that the current crosses it uniformly and perpendicularly. Let $z$ point down through the film. A total current $I$ then has the density

$$j_z=\frac{I}{A}.$$

Ohm's law in local form gives the electric field in the film,

$$E_z=\rho j_z=\frac{\rho I}{A}.$$

This field is the same at every depth, so the voltage across the film is

$$V=\int_0^t E_z\,dz=\frac{\rho t I}{A}.$$

Dividing by $I$ gives the resistance:

$$R=\frac{V}{I}=\frac{\rho t}{a^2}.$$

**The numbers**

One microohm cm is $10^{-6}\ \Omega\times10^{-2}\ \text{m}=10^{-8}\ \Omega\,\text{m}$. Hence $\rho=300\times10^{-8}\ \Omega\,\text{m}=3\times10^{-6}\ \Omega\,\text{m}$, and

$$R=\frac{(3\times10^{-6}\ \Omega\,\text{m})(2\times10^{-9}\ \text{m})}{(10\times10^{-9}\ \text{m})^2}
=\frac{6\times10^{-15}\ \Omega\,\text{m}^2}{1\times10^{-16}\ \text{m}^2}=60\ \Omega .$$

That is the required result. The film is very thin, but the area is so small that the resistance is still tens of ohms.

To get a feeling for the sizes involved, take a current of 10 microampere as an illustration. The current density is $10^{-5}\ \text{A}/10^{-16}\ \text{m}^2=10^{11}\ \text{A/m}^2$. The field in the barrier is $3\times10^{-6}\times10^{11}=3\times10^{5}$ V/m. Over 2 nm this gives a voltage drop of 0.6 mV, which is indeed 60 ohm times 10 microampere.

**What changes if the current crowds**

Your objection is justified: the current does turn, and its density in the film is not perfectly uniform. One statement survives this. Suppose that no current leaves through the side walls of the film. In a steady state the same total current then crosses every horizontal plane in it:

$$\int j_z\,dA=I\quad\text{at each }z .$$

The voltage drop may now differ from place to place across the square. Its average over the area is

$$\overline V=\frac1A\int dA\int_0^t \rho j_z\,dz
=\frac{\rho}{A}\int_0^t dz\int j_z\,dA
=\frac{\rho t I}{A}.$$

So the average voltage drop divided by the current is still 60 ohm, however the current is distributed.

The dissipated power does depend on the distribution. Write the vertical density as its mean plus a deviation, $j_z=I/A+\delta$. Because the total current is $I$, the deviation satisfies $\int\delta\,dA=0$. Squaring and integrating over a plane gives

$$\int j_z^2\,dA=\frac{I^2}{A}+\frac{2I}{A}\int\delta\,dA+\int\delta^2\,dA
=\frac{I^2}{A}+\int\delta^2\,dA .$$

The power density is $\rho|\mathbf j|^2=\rho(j_z^2+j_\parallel^2)$, where $j_\parallel$ is the sideways component. Integrating over the film and dividing by $I^2$ defines a resistance based on power:

$$R_P=\frac{P}{I^2}=\frac{\rho t}{A}+\frac{\rho}{I^2}\int_{\text{film}}\left(\delta^2+j_\parallel^2\right)dv .$$

Here $dv$ is a volume element. The last term cannot be negative. Crowding therefore makes the film dissipate at least as much as 60 ohm would, and the question is how much more.

**Estimating the crowding**

Let the line have thickness $d$, the same width $a$ as the via, and resistivity $\rho_m$. Let $x$ run along the line, from $x=0$ at its closed end under the via to $x=a$ at the edge where the current leaves. As a first approximation, treat the bottom of the plug as an equipotential and let the current enter the line uniformly. The line then carries the current $Ix/a$ at position $x$, through a cross-section $ad$. The field along it is

$$E_x=\rho_m\frac{Ix/a}{ad}=\frac{\rho_m I x}{a^2d},$$

and the potential has fallen, relative to $x=0$, by

$$\int_0^x E_x\,dx'=\frac{\rho_m I x^2}{2a^2d}.$$

The film sees a voltage that is larger by this amount at $x$ than at $x=0$. At the exit edge the difference is $\rho_m I/(2d)$. Compare it with the mean drop across the film, $\rho tI/a^2$:

$$\kappa=\frac{\rho_m I/(2d)}{\rho tI/a^2}=\frac{\rho_m a^2}{2\rho t d}.$$

A small $\kappa$ means that the voltage variation in the line hardly matters to the film. The local density is proportional to the local voltage drop. Since the average of $x^2/a^2$ over the square is $1/3$, the density relative to its mean is, to first order in $\kappa$,

$$\frac{j_z(x)}{I/A}=1+\kappa\left(\frac{x^2}{a^2}-\frac13\right).$$

Take round model values for the metal: $\rho_m=10$ microohm cm and $d=10$ nm. With resistivities in microohm cm and lengths in nm, the units cancel:

$$\kappa=\frac{10\times10^2}{2\times300\times2\times10}=\frac{1000}{12000}\approx0.083 .$$

The density at the exit edge should exceed the mean by $2\kappa/3$, about 6 percent. The extra power is much smaller, because it depends on the square of the deviation. With $s=x/a$, its fraction is

$$\kappa^2\int_0^1\left(s^2-\frac13\right)^2ds
=\kappa^2\left(\frac15-\frac29+\frac19\right)=\frac{4\kappa^2}{45}\approx0.0006 .$$

This is less than a tenth of a percent. The high resistivity of the barrier is what protects the simple formula: a large local excess of current would need a large local excess of voltage, and the good metal on either side does not supply it.

**A calculation without the uniform-flow assumption**

The estimate ignores potential variations in the plug and treats the line as one-dimensional. To remove both simplifications, I solved current conservation numerically. The model has a plug 10 nm high, the 2 nm film, and a 10 nm thick line that extends 20 nm beyond the via on one side. The line is as wide as the via, so the flow is two-dimensional. The top of the plug and the far end of the line are held at fixed potentials, and all other outer surfaces are insulating. The conductor is divided into square cells of side 0.25 nm, joined as a network of resistors.

| Material in the 2 nm layer | $\rho t/A$ | $R_P$ of the layer | Peak/mean density |
|---|---:|---:|---:|
| Barrier, 300 microohm cm | 60 ohm | 60.06 ohm | 1.06 |
| Metal, 10 microohm cm | 2 ohm | 2.29 ohm | 1.63 |

The densities are taken at mid-depth in the layer; close to the corner where the via meets the top of the line on the exit side, the local density is higher. That corner also makes the metal row somewhat sensitive to the cell size, so read it as about 2.3 ohm and a peak ratio between 1.6 and 1.7. For the barrier, the power-based resistance exceeds the uniform-flow value by about 0.1 percent. This is somewhat more than the simple estimate, but just as harmless.

The second row shows that the geometry alone does not make the current uniform. With metal in the same layer, the peak density is more than 60 percent above the mean and the dissipation is about 15 percent above the uniform-flow value. The estimate warns of this too: setting $\rho=\rho_m$ gives $\kappa=a^2/(2td)=100/40=2.5$. That is not small, so the assumption of nearly uniform flow is no longer consistent.

**Would replacing the barrier save 60 ohm?**

Not quite. The 60 ohm is the series resistance of the film itself. If the same 2 nm were filled with metal, that metal would have a resistance too. For uniform flow it would be

$$\frac{\rho_m t}{A}=\frac{(1\times10^{-7}\ \Omega\,\text{m})(2\times10^{-9}\ \text{m})}{1\times10^{-16}\ \text{m}^2}=2\ \Omega .$$

The saving would then be

$$\Delta R=\frac{(\rho-\rho_m)t}{A}=60\ \Omega-2\ \Omega=58\ \Omega .$$

With crowding, 58 ohm becomes a lower bound. To see why, hold the total current $I$ fixed and consider the total resistance $R_{\text{tot}}$ between the two contacts. The total power is

$$I^2R_{\text{tot}}=\int\rho(\mathbf r)|\mathbf j|^2dv,$$

where $\rho(\mathbf r)$ is the resistivity at each point. Raise the resistivity of the film alone by a small amount $\delta\rho$. The current pattern changes by $\delta\mathbf j$, and to first order

$$I^2\,\delta R_{\text{tot}}=\delta\rho\int_{\text{film}}|\mathbf j|^2dv+2\int\rho(\mathbf r)\,\mathbf j\cdot\delta\mathbf j\,dv .$$

The second term vanishes. With $\rho\mathbf j=\mathbf E=-\nabla\phi$ and $\nabla\cdot\delta\mathbf j=0$, it becomes a surface integral,

$$2\int\rho\,\mathbf j\cdot\delta\mathbf j\,dv=-2\int\nabla\cdot(\phi\,\delta\mathbf j)\,dv=-2\oint\phi\,\delta\mathbf j\cdot d\mathbf S .$$

The internal interfaces add nothing, because $\phi$ and the normal current are continuous there when there is no contact resistance. On the insulating surfaces the normal part of $\delta\mathbf j$ is zero. On each contact $\phi$ is constant and can be taken outside the integral, leaving the change in total current, which is zero because $I$ is fixed. Therefore

$$\frac{dR_{\text{tot}}}{d\rho}=\frac{1}{I^2}\int_{\text{film}}|\mathbf j|^2dv\ \ge\ \frac tA ,$$

where $\rho$ now denotes the film's resistivity. The inequality is the one found above for the power. Integrating from $\rho_m$ up to the barrier's resistivity gives $\Delta R\ge(\rho-\rho_m)t/A=58$ ohm.

In the numerical model the total resistance is 96.2 ohm with the barrier and 37.6 ohm with metal in its place, a difference of 58.6 ohm. Most of this arises in the layer itself: $60.06-2.29\approx57.8$ ohm. The remainder, a little under 1 ohm, arises outside the layer, because the barrier changes the current pattern there as well. It comes from the line: with the barrier the current enters the line more evenly across the via instead of near the exit edge, and the line dissipates more. The dissipation in the plug falls slightly.

**How the result scales, and where it stops applying**

The formula says that $R$ is proportional to $t$ and to $1/a^2$. Halving the thickness to 1 nm halves the resistance to 30 ohm. Doubling it to 4 nm gives 120 ohm. Halving the side to 5 nm, with the thickness back at 2 nm, gives 240 ohm. Shrinking a via without thinning its barrier is therefore costly. The same numerical model, with the current free to crowd, gives 30.09, 120.04 and 240.05 ohm for these three cases.

Uniform flow requires $\kappa\ll1$, or

$$a^2\ll\frac{2\rho t d}{\rho_m}.$$

For the present film and line the right-hand side is $2\times300\times2\times10/10=1200\ \text{nm}^2$, so the side must be well below about 35 nm. This criterion is meant for a line not much thicker than the via is wide. In a much thicker line the current does not spread over the full thickness beneath the via, and $\kappa$ then understates the crowding. A wider via, a thinner film or a less resistive film all make crowding more important.

Three physical conditions also matter:

- **The resistivity must be that of the actual film.** Scattering at surfaces and grain boundaries can make a 2 nm film differ from thick material. The 300 microohm cm must be understood as the effective value at this thickness. The metal needs more caution: the crowding estimate, the numerical model and the 2 ohm for a metal layer all apply Ohm's law point by point. In bulk copper an electron travels about 40 nm between collisions, and at copper's electron density a resistivity of 10 microohm cm still corresponds to about 7 nm. This is comparable with or larger than the dimensions here. A 10 nm square copper contact has a ballistic resistance of about 9 ohm even without scattering, more than the 2 ohm above. The metal values, the 58 ohm saving and its lower bound therefore belong to a simple local model and are not predictions for a real via.
- **The interfaces are taken as perfect contacts.** If an interface has a resistance $s$ for unit area, it adds $s/A$ in series. The film has $\rho t=6\times10^{-15}\ \Omega\,\text{m}^2$, so an interface with $s$ of that size would add another 60 ohm. In the limit $t\to0$ the film term disappears, but the interface term need not.
- **The full 10 nm square must conduct.** Suppose instead that 10 nm is the width of the etched opening and that 2 nm of barrier also coats each side wall. The metal core is then $10-2\times2=6$ nm wide. If the current were confined to the area beneath that core, the bottom film would contribute

$$\frac{6\times10^{-15}\ \Omega\,\text{m}^2}{(6\times10^{-9}\ \text{m})^2}\approx167\ \Omega .$$

This is only an upper bound. In a lined via the current also spreads sideways within the barrier and uses the area under the side walls, so with ideal metal on both sides the value lies between 60 and 167 ohm, at roughly 80 ohm. Your exercise says that the barrier lies across a 10 nm square, and for that contact the answer is 60 ohm.
